# Output-Capacitance Energy under Zero-Voltage Switching: Recovery and Remaining Resistive Loss

Suppose the energy stored in a transistor's output capacitance is counted as lost at every turn-on. For a half-bridge at 400 V whose devices each store 7052 nJ, with two turn-ons in a period of 2092.8 ns, this gives \(2\times7052/2092.8\approx6.7\) W, since 1 nJ/ns is 1 W. The figure is wrong in both directions. If each channel closes onto a charged device, the capacitive loss is 18.1 W. If an inductor moves the switch node first, the total loss in the model below is 0.47 W, most of it conduction loss. A designer relying on 6.7 W would undersize the cooling in the first case and could reject a workable frequency in the second.

Stored energy is not yet heat. Whether it becomes heat depends on the path by which the charge leaves.

## A counter-example with constant capacitance

Two identical transistors are in series across a stiff bus of voltage \(V\). The node between them has voltage \(v\) above the lower rail. An inductor \(L\) connects this node to a stiff source at \(V/2\), and its current \(i\) is positive when it flows into the node. Each transistor has, for now, a constant output capacitance \(C\).

The lower channel has been conducting, so \(v=0\). The lower capacitance is empty and the upper one holds \(CV^2/2\). At \(t=0\) the lower channel turns off, instantly in this model, while the inductor carries \(I_0>0\). Both channels are now off.

When \(v\) rises, the lower capacitance takes the current \(C\,dv/dt\). The upper capacitance has voltage \(V-v\) and discharges, which takes another \(C\,dv/dt\) from the node and passes it to the bus. Without resistance,

\[
2C\frac{dv}{dt}=i,\qquad L\frac{di}{dt}=\frac V2-v .
\]

These equations describe an oscillation about \(V/2\). With

\[
\omega=\frac1{\sqrt{2LC}},\qquad Z=\sqrt{\frac{L}{2C}},\qquad 2C\omega=\frac1Z,
\]

the solution that starts from \(v=0\), \(i=I_0\) is

\[
v-\frac V2=-\frac V2\cos\omega t+ZI_0\sin\omega t,\qquad
i=I_0\cos\omega t+\frac{V}{2Z}\sin\omega t .
\]

Define \(A\) and \(\theta\) by \(A\cos(\theta/2)=I_0\) and \(A\sin(\theta/2)=V/(2Z)\), and let \(\varphi=\omega t-\theta/2\). The addition formulas then give

\[
i=A\cos\varphi,\qquad v-\frac V2=ZA\sin\varphi .
\]

The motion starts at \(\varphi=-\theta/2\), where \(v=0\). At \(\varphi=+\theta/2\) the node reaches \(v=V\), and the current is again \(A\cos(\theta/2)=I_0\). The upper channel can now close with no voltage across it: this is zero-voltage switching (ZVS).

The energy account is as follows. The upper capacitance has lost \(CV^2/2\) and the lower one has gained it. The inductor has its initial energy. The midpoint source delivered the charge \(2CV\) at voltage \(V/2\), which is \(CV^2\); the bus absorbed the charge \(CV\) at voltage \(V\), also \(CV^2\). Nothing was dissipated, which refutes the claim that the stored energy must be lost.

### Adding a resistance

Let \(R\) be in series with the inductor, with \(R\ll Z\). To first order in \(R\), the heat follows from the lossless current:

\[
E_R=R\int i^2dt=\frac{RA^2}{\omega}\int_{-\theta/2}^{\theta/2}\cos^2\varphi\,d\varphi
=\frac{RA^2}{2\omega}(\theta+\sin\theta).
\]

For \(I_0\to0\) one has \(\theta\to\pi\) and \(A\to V/(2Z)\). Since \(1/(Z\omega)=2C\),

\[
E_R\to\frac{\pi RV^2}{8Z^2\omega}=\frac{\pi}{4}\frac RZ\,CV^2 .
\]

Take \(V=400\) V, \(C=0.1\) nF, \(L=50\) µH and \(R=1\) Ω. Then \(Z=500\) Ω, \(CV^2=16000\) nJ, and the loss is 0.157 % of this, about 25 nJ. Each device stores 8000 nJ.

With resistance, the swing cannot start from zero current, because the inductor must pay for the heat. The smallest sufficient current leaves \(i=0\) on arrival, so \(LI_{\min}^2/2=E_R\). Using the limiting loss and \(L=2CZ^2\),

\[
I_{\min}^2\approx\frac{\pi RCV^2}{2ZL}=\left(\frac V{2Z}\right)^2\frac{\pi R}{Z},
\qquad I_{\min}\approx\frac V{2Z}\sqrt{\frac{\pi R}Z}.
\]

The limiting loss may be used here because a small start current changes \(E_R\) by a relative amount of order \((2ZI_0/V)^2\), which at threshold is of order \(R/Z\). The formula gives 31.71 mA; integrating the damped equations gives 31.75 mA.

The threshold swing begins at a phase \(\delta\approx 2ZI_{\min}/V=\sqrt{\pi R/Z}\) after a zero of the current and ends at the next zero. It therefore lasts \((\pi-\sqrt{\pi R/Z})/\omega\), apart from a correction that changes the shortening \(\sqrt{\pi R/Z}\) by a relative amount of order \(R/Z\). This is 306.2 ns instead of the half period of 314.2 ns, in agreement with the simulation.

### Slow transfer loses less

In the limit \(R/Z\to0\), \(I_0\to0\), the transition time is \(t_s=\pi/\omega\), so \(1/Z=2C\omega=2\pi C/t_s\). Hence

\[
E_R=\frac{\pi}{4}RCV^2\,\frac{2\pi C}{t_s}=\frac{\pi^2}{8}\,\frac{R\,(2CV)^2}{t_s}.
\]

The charge \(2CV\) is fixed, so the current scales as \(1/t_s\), and at fixed \(R\) the heating power scales as \(1/t_s^2\) and the heat as \(1/t_s\). The condition of fixed \(R\) matters: if a larger inductance is obtained with \(R\) growing in proportion to \(L\), as with more turns in the same winding window, then \(E_R\propto R/Z\propto\sqrt L\) and the slower transfer loses more. For \(R=0.05\) Ω, simulated threshold swings lose 1.257 nJ in 312.4 ns and, with four times the inductance, 0.628 nJ in 625.8 ns. The law gives 1.264 and 0.631 nJ. The small excess has a known cause: the threshold current shortens the swing by the fraction \(\delta/\pi=\sqrt{R/(\pi Z)}\), which is 0.56 % and 0.40 % in the two cases.

## The general statement

Real output capacitances depend strongly on voltage. Let \(C(v)>0\) be a single-valued function, the same for both devices, and define

\[
Q(v)=\int_0^v C(u)\,du,\quad E(v)=\int_0^v u\,C(u)\,du,\quad C_s(v)=C(v)+C(V-v).
\]

Let \(R_L\) be the winding resistance and \(r\) a resistance in series with each capacitance. Then:

1. A hard turn-on at zero inductor current dissipates \(VQ(V)\), independent of the channel resistance as long as that resistance is small compared with \(\sqrt{L/C_s}\), so that the inductor current stays negligible during the transition.
2. Without resistance, any \(I_0>0\) carries the node from 0 to \(V\), where the current is again \(I_0\), and no energy is lost.
3. To first order in the resistances, the swing dissipates
\[
E_R=\int_0^V i(v)\left[R_LC_s+r\,\frac{C(v)^2+C(V-v)^2}{C_s}\right]dv,
\]
with \(i(v)\) the lossless current.
4. To leading order, the swing is completed if \(I_0\) exceeds \(I_{\min}=\sqrt{2E_R(I_0{=}0)/L}\).

### Proof of 1: hard turn-on

The upper channel, of resistance \(R_{ch}\), closes at \(v=0\). For \(R_{ch}\ll\sqrt{L/C_s}\) the transition is over before the inductor builds up appreciable current, so the inductor is left out here. Its current \((V-v)/R_{ch}\) equals \(C_s\,dv/dt\). The heat is voltage times current, integrated over time:

\[
\int (V-v)\,C_s\frac{dv}{dt}\,dt=\int_0^V(V-v)\,C_s(v)\,dv .
\]

The channel resistance has dropped out; it sets the duration, not the heat. For a channel so slow that \(R_{ch}\) approaches or exceeds \(\sqrt{L/C_s}\), the inductor carries part of the charge and the heat is smaller. Since \(C_s(V-v)=C_s(v)\), replacing \(v\) by \(V-v\) turns the integral into \(\int_0^V vC_s\,dv\). The two forms are equal and add up to \(V\int_0^VC_s\,dv=2VQ(V)\), so each is \(VQ(V)\).

The two terms of \(C_s\) have separate meanings. The term \(C(V-v)\) gives \(\int_0^V(V-v)C(V-v)\,dv=E(V)\), the energy stored in the device that turns on. The term \(C(v)\) gives \(VQ(V)-E(V)\), the loss in charging its partner from the bus. For constant \(C\) both are \(CV^2/2\). Counting the stored energy alone misses the second part.

### Proof of 2: lossless swing

The equations are now

\[
C_s(v)\frac{dv}{dt}=i,\qquad L\frac{di}{dt}=\frac V2-v .
\]

Multiply the second by \(i\,dt=C_s\,dv\) and integrate from the start:

\[
\tfrac12Li^2=\tfrac12LI_0^2+W(v),\qquad W(v)=\int_0^v\left(\frac V2-u\right)C_s(u)\,du .
\]

To evaluate \(W\), two integrals with \(C(V-u)\) are needed. With \(w=V-u\),

\[
\int_0^vC(V-u)\,du=\int_{V-v}^{V}C(w)\,dw=Q(V)-Q(V-v),
\]
\[
\int_0^vu\,C(V-u)\,du=\int_{V-v}^{V}(V-w)C(w)\,dw
=V[Q(V)-Q(V-v)]-E(V)+E(V-v).
\]

Therefore

\[
\begin{aligned}
W&=\frac V2[Q(v)+Q(V)-Q(V-v)]-E(v)\\
&\quad-V[Q(V)-Q(V-v)]+E(V)-E(V-v)\\
&=\frac V2[Q(v)+Q(V-v)-Q(V)]+E(V)-E(v)-E(V-v).
\end{aligned}
\]

The integrand of \(W\) is positive below \(V/2\) and antisymmetric about \(V/2\), because \(C_s\) is symmetric. So \(W\) rises from zero, falls again, and returns to \(W(V)=0\) without becoming negative. The current therefore never drops below \(I_0\) during the swing, the node arrives within the time \(2Q(V)/I_0\), and it arrives with \(i=I_0\).

The midpoint source delivers \(2Q(V)\cdot V/2=VQ(V)\). The upper capacitance returns its charge \(Q(V)\) to the bus, which absorbs \(VQ(V)\). The net work of the sources is zero, as before. \(\square\)

### Proof of 3: what resistance takes

If the resistive voltage drops are small compared with \(V\) and with the voltage over which \(C(v)\) changes appreciably, the capacitor voltages are nearly \(v\) and \(V-v\), and the current divides in proportion to the capacitances:

\[
i_1=\frac{C(v)}{C_s}\,i,\qquad i_2=\frac{C(V-v)}{C_s}\,i .
\]

The heating power is \(R_Li^2+r(i_1^2+i_2^2)\). Inserting the shares and \(dt=C_s\,dv/i\) gives the stated integral, with \(i(v)=\sqrt{I_0^2+2W(v)/L}\). For constant \(C\) the bracket becomes \((R_L+r/2)C_s\), so the earlier formulas hold with \(R=R_L+r/2\). In general \(r\) counts with a weight between 1/2, for equal shares, and 1, when one device takes nearly all the current.

For \(r=0\) there is also an exact balance. Adding \(-R_Li\) to the inductor equation and integrating over a complete swing, where \(W(V)=0\), gives

\[
\tfrac12L(I_0^2-I_1^2)=\int R_Li^2\,dt,
\]

with \(I_1\) the arrival current. The heat is taken from the inductor, not from the capacitive energy. \(\square\)

### Proof of 4, and what happens below threshold

At threshold the inductor arrives with \(I_1=0\), having spent \(LI_0^2/2\) on heat. To leading order this heat is \(E_R\) at \(I_0=0\), which gives \(I_{\min}\). \(\square\)

With less current the node stops at some \(v_1<V\) and turns back. If the upper channel closes at that moment, the argument of part 1 applies from \(v_1\) onward, and the loss is \(\int_{v_1}^V(V-v)C_s\,dv\). A nearly completed swing thus still recovers most of the energy.

## A voltage-dependent example

The following are round model parameters, not data of a particular transistor:

\[
C(v)=C_a+\frac{C_b}{1+v/V_k},\quad C_a=0.05\text{ nF},\; C_b=0.45\text{ nF},\; V_k=20\text{ V}.
\]

The capacitance falls from 0.5 nF at zero voltage to 0.071 nF at 400 V. Integration gives

\[
Q(V)=C_aV+C_bV_k\ln\!\left(1+\frac V{V_k}\right)=20+27.4=47.4\text{ nC}.
\]

For the energy, \(v/(1+v/V_k)=V_k-V_k/(1+v/V_k)\), so

\[
E(V)=\tfrac12C_aV^2+C_bV_k\!\left[V-V_k\ln\!\left(1+\frac V{V_k}\right)\right]
=4000+3052=7052\text{ nJ}.
\]

A hard turn-on costs \(400\times47.40\approx18960\) nJ. Of this, 11908 nJ comes from charging the partner, more than the stored energy itself. The reason is the shape of \(C(v)\): about two thirds of the partner's charge enters while \(v\) is below \(V/2\), when the channel still carries more than half the bus voltage. Simulations without the inductor, with channel resistances of 0.1 and 10 Ω, give the same loss.

### One resonant transition

Let \(L=50\) µH and let each channel conduct for \(t_{on}=1000\) ns. During an on-time the inductor sees \(\pm V/2\), and its current runs between \(-I_0\) and \(I_0\), apart from small losses. Thus \(2I_0=Vt_{on}/(2L)\), and

\[
I_0=\frac{Vt_{on}}{4L}=\frac{400\times1000}{4\times50000}=2\text{ A},
\]

with \(L\) in nH. At mid-swing the lossless current is 2.05 A, so the current is nearly constant. A constant 2 A would move \(2Q(V)=94.8\) nC in 47.4 ns; the simulated transition takes 46.4 ns.

With \(R_L=0.2\) Ω and \(r=0.5\) Ω, the integral gives \(E_R=94.4\) nJ: 38.6 nJ in the winding and 55.8 nJ in the capacitor paths. The winding part can be checked by hand, since \(R_LI_0\cdot2Q(V)=0.2\times2\times94.8=37.9\) nJ for constant current. The total is 0.5 % of the hard turn-on loss.

A simulation with separate capacitor voltages gives 93.8 nJ. The formula's error relative to \(E_R\) is 0.62 %, and falls to 0.16 % when \(R_L\) and \(r\) are quartered, as expected of a first-order result.

The threshold current is 25.6 mA. In simulation, a current 10 % below it fails to bring the node to the rail and a current 10 % above it succeeds. The chosen 2 A is far more than the energy balance requires; what it buys is a short transition.

### The whole cycle

The inductor current must also be carried between transitions. For a current running linearly from \(-I_0\) to \(I_0\), the mean square is \(I_0^2/3\). With channel resistance \(R_{on}=0.1\) Ω, the two on-times cost

\[
2(R_{on}+R_L)\frac{I_0^2t_{on}}3=2\times0.3\times\frac{4\times1000}{3}=800\text{ nJ}.
\]

The two transitions add \(2\times94.4\) nJ, for a total of 989 nJ per cycle. This can be checked without summing any heat: in the periodic steady state of this symmetric cycle, the current in one half-cycle is the negative of that in the other. The midpoint source therefore delivers no net charge, and the net energy drawn from the bus must equal the loss. The simulated cycle draws 988 nJ.

Two hard turn-ons would cost 37921 nJ, so the resonant cycle loses 2.6 % of that. At the period of 2092.8 ns the powers are 0.47 W and 18.1 W. The comparison sets all resistive loss of the ZVS cycle against the capacitive loss alone of a half-bridge switched at zero current; conduction loss from a load is in neither figure.

### When recovery does not pay

For fixed \(t_{on}\), the circulating current grows as \(1/L\) and its conduction loss as \(1/L^2\). With these resistances, the ZVS cycle loses as much as two hard turn-ons at \(I_0=13.5\) A, which means \(L=7.4\) µH. Conduction then accounts for about 36.7 µJ of the 37.9 µJ. The bus energy of a simulated cycle agrees with this break-even to about 0.1 %. Below this inductance the capacitive energy is still recovered, but the current that recovers it costs more than it saves.

## Conditions on which the result rests

The far end of the inductor must sit at \(V/2\). If it is at \(V_n\) instead, \(V/2\) in \(W\) is replaced by \(V_n\) and \(W(V)=-Q(V)(V-2V_n)\). For \(V_n<V/2\) the rising swing then needs \(LI_0^2/2\ge Q(V)(V-2V_n)\) even without resistance, and for \(V_n>V/2\) the falling swing needs the corresponding energy. The small threshold found above is a property of the symmetric circuit.

The current must have the right sign. If \(i<0\) when the lower channel turns off, the node does not rise until the current has reversed. A direct load current larger than the ripple amplitude \(I_0\), half the peak-to-peak ripple, can cause this at one of the two transitions, and closing the upper channel before the reversal is then a hard turn-on, with inductor current in addition. If the lower device conducts this current through a p–n body diode, reverse recovery adds a further loss, which is not included here.

The timing must fit as well. Closing the channel before arrival dissipates part of the energy. Closing it late leaves the current in reverse conduction, whose voltage drop adds a loss not included here. The wait is also limited: after arrival the current falls at the rate \(V/(2L)\), so 2 A lasts for \(2\times50000/200=500\) ns.

Finally, the charge must be a single-valued function of voltage. If charging and discharging follow different curves, \(E(v)\) is no longer a function of state, and the area enclosed in the voltage–charge plane is lost in every cycle, even with \(R_L=r=0\). Such hysteretic loss, together with gate loss, core loss and the overlap of current and voltage during a turn-off of finite speed, must be added to the resistive loss derived here. The numerical output below lists the values used.

## Numbers as computed

```
Bus voltage V                        400 V
C(v): flat part, steep part          0.05 nF, 0.45 nF
C(v): knee voltage                   20 V
Output capacitance C(0), C(V)        0.5000, 0.0714 nF
Inductance L                         50 uH
On-time of each switch               1000 ns
R_L, r, R_on                         0.2, 0.5, 0.1 ohm
Output charge Q(V)                   47.40 nC
Stored energy E(V)                   7052.0 nJ
Hard turn-on loss V Q(V)             18960.3 nJ
  part from charging the partner     11908.3 nJ
  simulated, channel 0.1 ohm         18960.3 nJ
  simulated, channel 10 ohm          18960.3 nJ
Turn-off current I0                  2.000 A
Lossless mid-swing current           2.0539 A
ZVS transition time, simulated       46.38 ns
ZVS transition time, formula         46.59 ns
Commutation loss E_R, formula        94.42 nJ
  part in winding resistance         38.59 nJ
  part in capacitor-path resistance  55.84 nJ
Commutation loss, simulated          93.84 nJ
Formula error, full resistances      0.621 %
Formula error, quarter resistances   0.158 %
E_R / hard turn-on loss              0.498 %
Minimum current for full swing       25.57 mA
Cycle period                         2092.8 ns
Switching frequency                  477.8 kHz
Conduction loss per cycle            800.0 nJ
ZVS loss per cycle, predicted        988.8 nJ
ZVS loss per cycle, from bus energy  988.0 nJ
Steady-state turn-off current        2.00003 A
Two hard turn-ons per cycle          37920.6 nJ
ZVS / hard loss per cycle            2.61 %
ZVS power loss                       0.473 W
Hard power loss, same period         18.12 W
Break-even turn-off current          13.54 A
Break-even inductance                7.39 uH
Bus energy per cycle at break-even   37883 nJ
Constant-C test: C, R                0.1 nF, 1.0 ohm
Constant-C test: Z                   500.0 ohm
Constant-C test: loss/(C V^2)        0.1571 %
Constant-C test: simulated ratio     0.1576 %
Constant-C threshold, formula        31.71 mA
Constant-C threshold, simulated      31.75 mA
Constant-C half period               314.16 ns
Threshold swing time, formula        306.23 ns
Threshold swing time, simulated      306.24 ns
Slow-transfer test: R                0.05 ohm
Slow transfer, L: time             312.39 ns
  loss simulated, from law           1.2568, 1.2638 nJ
Slow transfer, 4L: time             625.81 ns
  loss simulated, from law           0.6284, 0.6308 nJ
```
